# Image correction for a doubly charged defect in a silicon supercell: verification in Python

```python
"""Point-charge image correction for a charged defect in a cubic supercell.

Result under test (Hartree atomic units):
    E_isolated - E_periodic = alpha * q**2 / (2 * eps * L)
q: defect charge, L: cube edge, eps: relative permittivity of the host,
alpha: Madelung constant of a simple-cubic array of unit point charges in a
uniform neutralizing background. The correction is added to the cell energy.
For a Gaussian charge of width s, alpha/L becomes alpha/L - 4*pi*s**2/L**3.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]

charge = 2
edge_angstrom = 16.3
permittivity = 11.7
width = 2.0  # Gaussian width s in bohr, a chosen model parameter
edge = edge_angstrom / BOHR_IN_ANGSTROM


def squared_lengths(nmax):
    """Squared lengths of all nonzero integer vectors in a cube."""
    k = np.arange(-nmax, nmax + 1)
    n2 = (k[:, None, None]**2 + k[None, :, None]**2
          + k[None, None, :]**2).ravel()
    return n2[n2 > 0]


def madelung_split(t, nmax=8):
    """Madelung constant from the Gaussian split; t = eta * L."""
    n2 = squared_lengths(nmax).astype(float)
    n = np.sqrt(n2)
    real_sum = np.sum(erfc(t * n) / n)
    fourier_sum = np.sum(np.exp(-np.pi**2 * n2 / t**2) / (np.pi * n2))
    return 2 * t / np.sqrt(np.pi) + np.pi / t**2 - real_sum - fourier_sum


alpha = madelung_split(np.sqrt(np.pi))

# The result must not depend on the arbitrary width used in the split.
alpha_other_width = madelung_split(2.6)
assert abs(alpha - alpha_other_width) < 1e-11

# Direct sum over neutral cells, without Gaussians or Fourier series.
# The integral of 1/r over a unit cube is split into six pyramids.
nodes, weights = np.polynomial.legendre.leggauss(40)
cube_integral = 0.75 * np.sum(
    weights[:, None] * weights[None, :]
    / np.sqrt(1 + nodes[:, None]**2 + nodes[None, :]**2))


def madelung_direct(half_count):
    """Point charges minus uniform cube, shifted to zero mean potential."""
    cells_per_edge = 2 * half_count + 1
    points = np.sum(1 / np.sqrt(squared_lengths(half_count)))
    background = cells_per_edge**2 * cube_integral
    second_moment = -3 * quad(lambda x: x**2, -0.5, 0.5)[0]
    mean_potential = -2 * np.pi / 3 * second_moment
    return -(points - background - mean_potential)


direct_small = madelung_direct(20)
direct_large = madelung_direct(40)
# The truncation error falls as the inverse square of the cells per edge.
direct_limit = (81**2 * direct_large - 41**2 * direct_small) / (81**2 - 41**2)
assert abs(direct_large - alpha) < 1e-4
assert abs(direct_limit - alpha) < 2e-6

# Screening: minimize Coulomb energy plus polarization cost for one mode.
mode = minimize_scalar(lambda x: (1 + x)**2 + x**2 / (permittivity - 1))
assert abs(mode.fun - 1 / permittivity) < 1e-10
assert abs(mode.x + 1 - 1 / permittivity) < 1e-6

# Main result.
correction = alpha * charge**2 / (2 * permittivity * edge)
correction_ev = correction * HARTREE_IN_EV
assert abs(correction_ev - 0.43) < 0.005

# Gaussian defect: isolated energy by radial quadrature in real space,
# periodic energy by a reciprocal-lattice sum.


def isolated_integrand(r):
    density = charge * np.exp(-r**2 / (2 * width**2)) \
        / (2 * np.pi * width**2)**1.5
    r_times_potential = charge * erf(r / (np.sqrt(2) * width)) / permittivity
    return 0.5 * 4 * np.pi * r * density * r_times_potential


isolated = quad(isolated_integrand, 0, 12 * width,
                epsabs=1e-13, epsrel=1e-12)[0]
g2 = (2 * np.pi / edge)**2 * squared_lengths(20)
periodic = (2 * np.pi * charge**2 / (permittivity * edge**3)
            * np.sum(np.exp(-width**2 * g2) / g2))
gaussian_difference = isolated - periodic
extent_term = -2 * np.pi * charge**2 * width**2 / (permittivity * edge**3)
assert gaussian_difference > 0
assert abs(gaussian_difference - correction - extent_term) < 1e-10

print(f"defect charge q = {charge} e")
print(f"cell edge L = {edge_angstrom:.1f} angstrom = {edge:.4f} bohr")
print(f"relative permittivity = {permittivity:.1f} (dimensionless)")
print("shell contributions subtracted from 3 (dimensionless):")
all_n2 = squared_lengths(3)
for n2 in (1, 2, 3, 4):
    count = int(np.sum(all_n2 == n2))
    n = np.sqrt(n2)
    real_part = count * erfc(np.sqrt(np.pi) * n) / n
    fourier_part = count * np.exp(-np.pi * n2) / (np.pi * n2)
    print(f"  n^2 = {n2}, vectors = {count}, real = {real_part:.7f}, "
          f"Fourier = {fourier_part:.7f}, sum = {real_part+fourier_part:.7f}")
print(f"Madelung constant alpha = {alpha:.6f} (dimensionless)")
print(f"alpha with split t = 2.6: {alpha_other_width:.6f} (dimensionless)")
print(f"unit-cube integral of 1/r = {cube_integral:.6f} (dimensionless)")
print(f"direct alpha, 41 cells per edge = {direct_small:.6f} (dimensionless)")
print(f"direct alpha, 81 cells per edge = {direct_large:.6f} (dimensionless)")
print(f"direct alpha, extrapolated = {direct_limit:.6f} (dimensionless)")
print(f"minimized mode energy ratio = {mode.fun:.6f} (dimensionless)")
print(f"inverse permittivity = {1/permittivity:.6f} (dimensionless)")
print(f"unscreened correction = {correction*permittivity:.6f} hartree"
      f" = {correction_ev*permittivity:.3f} eV")
print(f"point-charge correction = {correction:.6f} hartree"
      f" = {correction_ev:.4f} eV")
print(f"Gaussian width s = {width:.1f} bohr")
print(f"Gaussian isolated energy = {isolated:.6f} hartree")
print(f"Gaussian periodic energy = {periodic:.6f} hartree")
print(f"Gaussian energy difference = {gaussian_difference:.6f} hartree"
      f" = {gaussian_difference*HARTREE_IN_EV:.4f} eV")
print(f"finite-extent term = {extent_term:.6f} hartree"
      f" = {extent_term*HARTREE_IN_EV:.4f} eV")
print("all assertions hold")
```

Output:

```
defect charge q = 2 e
cell edge L = 16.3 angstrom = 30.8025 bohr
relative permittivity = 11.7 (dimensionless)
shell contributions subtracted from 3 (dimensionless):
  n^2 = 1, vectors = 6, real = 0.0731333, Fourier = 0.0825325, sum = 0.1556658
  n^2 = 2, vectors = 12, real = 0.0033326, Fourier = 0.0035666, sum = 0.0068992
  n^2 = 3, vectors = 8, real = 0.0000653, Fourier = 0.0000685, sum = 0.0001338
  n^2 = 4, vectors = 6, real = 0.0000016, Fourier = 0.0000017, sum = 0.0000033
Madelung constant alpha = 2.837297 (dimensionless)
alpha with split t = 2.6: 2.837297 (dimensionless)
unit-cube integral of 1/r = 2.380077 (dimensionless)
direct alpha, 41 cells per edge = 2.837313 (dimensionless)
direct alpha, 81 cells per edge = 2.837301 (dimensionless)
direct alpha, extrapolated = 2.837297 (dimensionless)
minimized mode energy ratio = 0.085470 (dimensionless)
inverse permittivity = 0.085470 (dimensionless)
unscreened correction = 0.184225 hartree = 5.013 eV
point-charge correction = 0.015746 hartree = 0.4285 eV
Gaussian width s = 2.0 bohr
Gaussian isolated energy = 0.048221 hartree
Gaussian periodic energy = 0.032770 hartree
Gaussian energy difference = 0.015452 hartree = 0.4205 eV
finite-extent term = -0.000294 hartree = -0.0080 eV
all assertions hold
```
